Why trapped electrons can slow oxygen-vacancy migration in hafnia

**A gap of nineteen orders of magnitude**

In a model with parameters in the rough range of hafnia, a doubly charged oxygen vacancy at 300 K hops about 16 times per second in each direction. The same vacancy holding two electrons has a hop rate of 7×10⁻¹⁹ per second in each direction, so the mean wait for a hop either way would be about 7×10¹⁷ s if both electrons stayed bound throughout. The ions, the path and the temperature are the same. Two trapped electrons have raised the barrier from 0.70 eV to 1.86 eV.

Vacancy motion is one of the processes that can redistribute charge in a ferroelectric capacitor during annealing, cycling and storage. If the charge state changes the barrier by an electronvolt, a vacancy concentration alone says little about mobility. The electron occupation must be known too, both at rest and at the saddle.

**What has to rise**

Let n be the number of electrons in the vacancy: n = 0 is the doubly charged form, n = 1 the singly charged form and n = 2 the neutral one. Electron energies are measured from the conduction-band edge, so a bound electron has negative energy. For ionic positions R, write

E_n(R) = V(R) + A_n(R),  A_0 = 0.

V is the energy with the trap empty, and A_n is the energy of n electrons in it, including their mutual repulsion. With s for the relaxed saddle and m for the relaxed minimum of each charge state, the barriers are

B_2 = E_2(s) − E_2(m),  B_0 = E_0(s) − E_0(m).

Subtract them and group the terms by position:

B_2 − B_0 = [E_2(s) − E_0(s)] − [E_2(m) − E_0(m)].

Each bracket is the energy of adding two electrons, with the ions relaxed before and after. Half of it is the mean relaxed level L, so

B_2 − B_0 = 2[L(s) − L(m)].

The neutral barrier is higher precisely when L rises. A rise of a single orbital energy does not settle the matter, because L also contains the electron repulsion and the lattice relaxation. Either can oppose the rise.

**Why it rises: an ion in the electron cloud**

Let A and B be two oxygen sites a distance d apart. The vacancy starts at A. An oxide ion of charge −2 starts at B and moves to A, which carries the vacancy from A to B. The ion's position is P.

Relative to the perfect crystal, removing the two oxide ions from A and B leaves a charge +2 at each site. The moving ion puts back −2 at P. I use effective atomic units, in which length is a₀ε/m and energy is one hartree times m/ε². Here ε is the optical permittivity and m the band mass in electron masses. All three ionic charges are Gaussian with smearing length w, and the potential of a smeared positive unit charge is

g(r) = erf(r/w)/r.

An electron has charge −1, so its potential energy is

v(r) = −2[g(r−A) + g(r−B) − g(r−P)].

When P = B the last two terms cancel and one well remains, at A. When P is midway there are two wells with a repulsive ion between them. The electrons are then offered two places to sit, but the ion stands in the region where their clouds would overlap.

The cost can be written as mechanical work. Let Ψ be the normalized two-electron ground state of the Hamiltonian H, and differentiate A_2 = ⟨Ψ|H|Ψ⟩ with respect to P:

dA_2/dP = ⟨Ψ|∂H/∂P|Ψ⟩ + A_2 d⟨Ψ|Ψ⟩/dP.

The last term collects the derivatives of Ψ, using HΨ = A_2Ψ. It vanishes because the norm stays equal to one. Only the term with g(r−P) depends on P, so

dA_2/dP = 2 ∫ n(r) ∂g(r−P)/∂P d³r,

where n(r) is the density of both electrons. The right side is minus the force that the electrons exert on the ion. Integrated from B to the midpoint, it gives the work needed to push a negative ion into a negative cloud. The cloud is free to rearrange on the way, and n(r) is its density after it has done so.

**The size of the effect**

The example takes ε = 4, m = 1, d = 0.28 nm and w = 0.07 nm. The units are then 1.70 eV and 0.212 nm. The two-electron problem is solved by full configuration interaction in a finite basis, which includes the correlation that the basis can describe.

With the ion at B, the first electron has energy −2.605 eV and the pair −3.792 eV. With the ion midway, the values are −1.837 eV and −2.722 eV. The cost at these unrelaxed positions is

A_2(midpoint) − A_2(B) = −2.722 + 3.792 = 1.070 eV.

The work integral, evaluated from the force along the path, also gives 1.070 eV. A larger basis gives 1.071 eV. This agreement concerns the solution of the model, not its accuracy for hafnia.

The first electron contributes −1.837 + 2.605 = 0.768 eV. The second contributes the remaining 0.302 eV. Dividing the pair energy by type gives

+2.578 (ionic attraction) − 1.103 (kinetic) − 0.405 (repulsion) = 1.070 eV.

The electrons lose some of their attraction to the ions. They recover part of the loss because they are less tightly confined and repel each other less. The fall in repulsion is the main reason why doubling a one-electron level shift would overstate the cost: 2 × 0.768 = 1.536 eV, against 1.070 eV.

**From the level to the barrier**

The ionic energy is a chosen double well. With u the ion's distance from the midpoint divided by d/2,

V(u) = V₀(1 − u²)²(1 + u²),  V₀ = 0.70 eV.

It is zero at u = 1 and V₀ at u = 0. The electrons also push the resting ion away from the vacancy, so the neutral minimum does not stay at u = 1. The direction of the resulting correction can be found without solving for it. The minimum of E_2 cannot lie above its value at B:

E_2(m) ≤ V(B) + A_2(B) = A_2(B).

The highest point of the path cannot lie below the midpoint:

E_2(s) ≥ V₀ + A_2(midpoint).

Subtract the first inequality from the second, then subtract B_0 = V₀:

B_2 − B_0 ≥ A_2(midpoint) − A_2(B).

On this one-dimensional path, relaxation can therefore only increase the unrelaxed cost. In the example the neutral saddle stays at the midpoint, while the resting ion moves outward from 0.1400 nm to 0.1547 nm. The neutral barrier is 1.861 eV, so the difference is

1.861 − 0.700 = 1.161 eV = 0.0427 hartree.

Of this, 1.070 eV is the unrelaxed cost and 0.091 eV comes from the deeper neutral minimum. The mean level L rises from −1.942 eV to −1.361 eV, and twice that rise is again 1.16 eV. The singly charged vacancy lies between the two, with a barrier of 1.503 eV.

In classical transition-state theory the hop rate in one direction is

k_n = (ω_n/2π) exp(−B_n/kT),

where ω_n is the angular frequency of the ion at its minimum. The attempt frequencies ω_n/2π are 9.3 THz for the doubly charged form and 12.4 THz for the neutral one. The neutral vacancy tries about a third more often, which hardly matters beside the exponential. At 700 K, kT = 0.0603 eV and

k_0/k_2 = (9.34/12.38) exp(1.161/0.0603) ≈ 1.7×10⁸.

The rates are 8.5×10⁷ and 0.49 per second. At 300 K the ratio is 2.4×10¹⁹.

**When the argument fails**

A long jump reverses the sign of the midpoint cost. If d is much larger than the cloud, the midway state can place one electron in each well. The electron at A then feels its own well, the distant well at B, which contributes −2/d, and the ion at distance d/2, which contributes +2/(d/2) = +4/d. The sum of the distant terms is +2/d. The electron at B has the same shift, and the mutual repulsion adds 1/d. To this order,

A_2(midpoint) ≈ 2A_1(B) + 2(2/d) + 1/d = 2A_1(B) + 5/d.

The cost is this energy minus A_2(B). It vanishes at

d* = 5/[A_2(B) − 2A_1(B)].

The denominator is −3.792 + 2 × 2.605 = 1.418 eV, or 0.834 effective units. Thus d* ≈ 6.0 units, or 1.27 nm. The computed cost is positive at 0.8d* and negative at 1.25d*. At 2.12 nm the midway pair energy is −4.365 eV, and the formula gives −4.360 eV. Separation has removed most of the repulsion that the pair suffers in one well. A negative midpoint cost does not by itself reverse the order of the barriers. The neutral saddle can then lie between B and the midpoint, so in this model the barrier difference changes sign only near 1.65 nm, about a third beyond the zero of the midpoint cost. There an electron must also cross between distant wells during the hop; the singlet gap at the saddle is only a few meV or less, and the electron may well fail to follow the ion. In the opposite limit, d → 0, the three charges merge into one well and the cost goes to zero. A neighbouring-site jump of 0.28 nm lies well below d*, but the sign is a result of the geometry and not a general law of trapped electrons.

Sideways relaxation can also weaken the effect. At the midpoint the electrons push the ion off the axis, contributing a lateral stiffness of about −120 eV/nm². The straight saddle survives if the ionic lattice supplies more than about +120 eV/nm². The model does not compute that lateral stiffness. For scale, the ionic stiffness along the path at the doubly charged minimum is 571 eV/nm². A softer lattice would let the ion bow around the cloud and pay less.

The other ions can respond as well. Suppose that filling the trap exerts a force G on a lattice coordinate Q of stiffness K. The added energy is

½KQ² − GQ = ½K(Q − G/K)² − G²/(2K),

so relaxation gains Λ = G²/(2K). If such modes do not shift the stationary points of the path, the corrected difference is

B_2 − B_0 = 1.161 eV − [Λ(s) − Λ(m)].

The neutral form stays slower in barrier unless the saddle gains over 1.16 eV more from this relaxation than the minimum does. If the minimum gains more, the difference grows.

This form takes Q = 0 as the relaxed geometry of the empty trap. The charges in v(r), however, are screened only by the optical ε, as if the surrounding ions had not yet polarized around the doubly charged vacancy. In hafnia the static permittivity is roughly 20 to 30, and ionic screening weakens both the wells and the repulsion from the moving ion. A continuum estimate that lets the ions polarize fully keeps the sign but lowers the 1.07 eV cost to about 0.3 eV for a static permittivity of 8 and to about 0.05 eV for 20. Such a continuum overstates screening at 0.2 nm, since it also makes the levels far too shallow, but it shows that this mechanism may supply much less than 1.16 eV.

**Electrons may leave before the hop**

A vacancy that is neutral at rest need not move as a neutral vacancy. It can lose electrons, hop, and capture them again. Suppose that hops preserve n, have the same rate on every site, and that n is in equilibrium with an electron reservoir at chemical potential μ. In charge state n a hop changes the position x by +d or −d, each at rate k_n. The terms linear in x cancel between the two directions, leaving

d⟨x²⟩/dt = Σ_n p_n k_n[(+d)² + (−d)²] = 2d² Σ_n p_n k_n.

Comparison with ⟨x²⟩ = 2Dt gives D = d²k, with k = Σ p_n k_n. With g_n = 1, 2, 1 for the spin degeneracies, the classical populations are

p_n ∝ (g_n/ω_n) exp{−[E_n(m) − nμ]/kT}.

When p_n is multiplied by k_n, the frequency and the energy of the minimum cancel:

p_n k_n ∝ g_n exp{−[E_n(s) − nμ]/kT}.

The flux through each charge state is set by its energy at the saddle, whereas the population is set by its energy at rest. Write k as the sum of these saddle weights, divided by 2π times the sum of the resting weights. Differentiating the logarithm of either sum with respect to μ gives its mean electron number divided by kT. Hence

kT d(ln k)/dμ = ⟨n⟩_saddle − ⟨n⟩_rest.

Supplying electrons slows migration as long as the saddle holds fewer of them, on average, than the resting vacancy.

The neutral and doubly charged fluxes are equal when E_2(s) − 2μ = E_0(s), which means μ = L(s) = −1.361 eV. This does not make neutral hopping dominant just above that value, because the singly charged route competes. Its flux equals the neutral flux when

μ = E_2(s) − E_1(s) + kT ln 2 = −0.885 + 0.042 ≈ −0.84 eV at 700 K.

The resting vacancy, by contrast, becomes mainly neutral near μ = −1.2 eV. Between these values most vacancies are neutral, while most of the motion passes through the singly charged form. The wide range in which the singly charged form is the majority at rest, from about −2.7 to −1.2 eV, reflects the 1.42 eV separation A_2(B) − 2A_1(B), obtained without relaxation of the surrounding ions. That relaxation narrows the range strongly, so these values of μ, and the example below, belong to the model and not to hafnia.

The case μ = −2.0 eV at 700 K shows how misleading the majority can be. Nearly all vacancies are singly charged, and a fraction 1.5×10⁻⁵ is doubly charged. Their contributions to the mean rate are

1+: 1.00 × 173 ≈ 170 s⁻¹,
2+: 1.51×10⁻⁵ × 8.53×10⁷ ≈ 1290 s⁻¹.

The tiny minority carries almost nine tenths of the motion. At μ = −3.0 eV the mean rate is 8.5×10⁷ per second, and at μ = −0.5 eV it is 0.49 per second.

**How the model sits beside real hafnia**

The jump length and the optical permittivity are typical of hafnia in a rough sense. The 0.70 eV barrier is an input. First-principles studies of hafnia likewise tend to place the neutral barrier far above the doubly charged one, with neutral values of roughly 2 eV or more. Agreement in the order of the barriers does not show that the work against the electron cloud is the whole cause in the real crystal. The model's second electron is probably too shallow: at rest it lies about 1.2 eV below the band edge, whereas calculated neutral levels are usually deeper. A parabolic band and a continuum permittivity are crude at 0.2 nm, where the trapped state is built from hafnium d orbitals. Real crystals also have inequivalent oxygen sites, and hence several barriers.

Changing one parameter at a time shows how uncertain the size is. The unrelaxed cost falls from 1.07 eV to 0.67 eV for ε = 5, to 0.83 eV for m = 0.8 and to 0.90 eV for w = 0.09 nm. The first two changes give the same effective length unit, because ε/m = 5 in both. They therefore pose the same reduced problem, and their costs differ only through the energy unit m/ε². The sign survives all three changes, but they alone move the cost by up to four tenths of an electronvolt, and the omitted ionic screening could lower it further. At 300 K, an error of 0.4 eV changes a rate by a factor of about 5×10⁶.

The assumption most exposed in a working device is the fixed electron number. At 2 MV/cm, the Poole–Frenkel estimate lowers the barrier for releasing an electron by 0.54 eV. This is a large part of the 1.2 eV binding at rest and of the 0.89 eV binding at the saddle. A field can thus turn a slow neutral vacancy into a faster charged one. The same field changes the doubly charged hopping barrier directly by

2e × 0.2 V/nm × 0.14 nm = 0.056 eV,

downward for hops along the force and upward against it. This is a first-order estimate. At 300 K it speeds up the favoured hops by a factor of 8 to 9.

Quantum effects in the ion's motion are small beside the gap in rates. The leading tunnelling correction at 300 K is 1% for the doubly charged form and 4% for the neutral one. Quantizing the vibration at rest raises the two rates by roughly another 10% and 17%. Their zero-point energies at rest differ by 6 meV. At the midpoint the first singlet excitation lies 0.69 eV above the ground state in the basis used, and slightly lower with more diffuse functions, while a neutral vibrational quantum is 0.05 eV. This supports the assumption that the electrons follow the ion at that point.

**What to do about it**

When barriers are calculated, relax the minimum and the saddle separately for each charge state, and keep the electron number fixed along each path. Then report the electron-addition energies at both points. The values at rest tell which charge state is common; those at the saddle tell which one carries the motion. A neutral barrier alone gives the mobility only if μ is high enough for the neutral flux to dominate, or if the vacancies start neutral and electron release is too slow to matter.

When an anneal or a cycling test is interpreted, treat the electron supply as a variable beside temperature and vacancy concentration. Under the conditions of this model, keeping vacancies filled slows them by many orders of magnitude, and emptying them by field, by light or by contact with an electrode of low μ sets them free. Filling is useful as a design measure only if the electrons stay bound at the operating field and the filled traps do not cause unacceptable leakage. An activation energy measured while the occupation changes with temperature mixes migration with ionization, and should not be read as the barrier of one charge state.

The numerical output below lists the levels, barriers and rates for all three charge states.

Values computed for the example and the checks

```
permittivity 4.0, electron mass 1.0 m_e
jump 0.28 nm, smearing length 0.07 nm
effective energy unit 1.7007 eV, length unit 0.2117 nm
jump 1.3228, smearing 0.3307 effective length units
ion at B: one-electron energy -2.605 eV
ion at B: two-electron energy -3.792 eV
ion at B: second-electron level -1.187 eV
ion midway: one-electron energy -1.837 eV
ion midway: two-electron energy -2.722 eV
ion midway: second-electron level -0.885 eV
grid one-electron energies: B -2.609 eV, midway -1.839 eV
s-wave pair: basis -3.751 eV, radial grid -3.755 eV
unrelaxed two-electron cost 1.070 eV
same cost, larger basis 1.071 eV
same cost from work of the force 1.070 eV
change of kinetic energy -1.103 eV
change of ionic attraction energy +2.578 eV
change of mutual repulsion energy -0.405 eV
estimated reversal jump 1.27 nm
jump 2.12 nm: midway pair energy -4.365 eV, formula -4.360 eV
2+: barrier 0.700 eV, attempt frequency 9.34 THz
2+: ion at minimum 0.1400 nm, at saddle 0.0000 nm from midpoint
1+: barrier 1.503 eV, attempt frequency 11.37 THz
1+: ion at minimum 0.1496 nm, at saddle 0.0000 nm from midpoint
neutral: barrier 1.861 eV, attempt frequency 12.38 THz
neutral: ion at minimum 0.1547 nm, at saddle 0.0000 nm from midpoint
extra neutral barrier 1.161 eV = 0.04267 Ha
relaxed mean level: minimum -1.942 eV, saddle -1.361 eV
300 K hop rates: 2+ 1.626e+01, 1+ 6.502e-13, neutral 6.697e-19 1/s
300 K rate ratio 2+/neutral 2.428e+19
700 K hop rates: 2+ 8.526e+07, 1+ 1.728e+02, neutral 4.928e-01 1/s
700 K rate ratio 2+/neutral 1.730e+08
700 K, mu -3.0 eV: fractions 2+ 9.96e-01, 1+ 4.17e-03, neutral 4.32e-16; mean rate 8.490e+07 1/s
700 K, mu -2.0 eV: fractions 2+ 1.51e-05, 1+ 1.00e+00, neutral 1.64e-06; mean rate 1.458e+03 1/s
700 K, mu -0.5 eV: fractions 2+ 2.31e-21, 1+ 9.67e-06, neutral 1.00e+00; mean rate 4.945e-01 1/s
neutral and 2+ fluxes equal at mu -1.361 eV
permittivity 5: unrelaxed cost 0.665 eV
electron mass 0.8: unrelaxed cost 0.831 eV
smearing 0.09 nm: unrelaxed cost 0.902 eV
lateral stiffness from electrons -117.0 eV/nm^2
ionic stiffness along path at 2+ minimum 571.5 eV/nm^2
at 2.0 MV/cm: 2+ barrier bias 0.056 eV
same field: Poole-Frenkel lowering 0.537 eV
300 K Wigner factors: 2+ 1.012, neutral 1.036
zero-point energy at minimum: 2+ 19.3 meV, neutral 25.6 meV
midway singlet excitation gap 0.689 eV
```
